# Slater's transition-state rule and its generalization: quadrature errors relative to ΔSCF, part 2

How far do two rules for an ionization energy lie from $\Delta E=E(1)-E(0)$, the $\Delta$SCF value? Hartree atomic units and fixed nuclei are used. $E(x)$ is the Kohn–Sham energy in an approximate functional such as LSDA, stationary in the orbitals $\varphi_i$ (occupations $n_i$, eigenvalues $\varepsilon_i$) after an amount $x$ is removed from one orbital ($n=1-x$) or equally from degenerate ones. $\rho_\uparrow$ is the spin-up density. On a differentiable branch,

$$\frac{dE}{dn_i}=\varepsilon_i .\tag{3}$$

$$F(x)\equiv-\varepsilon\big|_{\text{removed amount }x}=\frac{dE}{dx}.\tag{4}$$

$$\Delta E=\int_0^1F(x)\,dx=-\int_0^1\varepsilon(n)\,dn,\tag{5}$$

$F'$ acts as an effective self-repulsion. The transition state (STS) is $\Delta E\approx F(\frac12)$; the generalized rule (GSTS) is

$$\Delta E\approx\tfrac14\big[F(0)+3F(\tfrac23)\big]=-\tfrac14\big[\varepsilon(n=1)+3\,\varepsilon(n=\tfrac13)\big].\tag{8}$$

Their errors, $\Delta E$ minus the rule, are $L_S[F]$ and $L_G[F]$:

$$\Delta E=F(\tfrac12)+\frac{F''(\frac12)}{24}+\frac{F''''(\frac12)}{1920}+\dots\tag{6}$$

$$L_G[F]=\frac{F'''(\frac7{15})}{216}+\frac{F^{(5)}(\frac7{15})}{16200}+\dots\tag{10}$$

For removal of only $\delta$,

$$E(\delta)-E(0)=\delta F(\tfrac\delta2)+\frac{\delta^3}{24}F''(\tfrac\delta2)+\frac{\delta^5}{1920}F''''(\tfrac\delta2)+\dots,\tag{11}$$

$$E(\delta)-E(0)=\frac\delta4\big[F(0)+3F(\tfrac{2\delta}3)\big]+\frac{\delta^4}{216}F'''(\tfrac{7\delta}{15})+\frac{\delta^6}{16200}F^{(5)}(\tfrac{7\delta}{15})+\dots\tag{12}$$

The printed checks also use $E(x)=\sum_kE_kx^k$.

The exact remainders are the Peano integrals $L_S[F]=\int_0^1K_SF''\,dt$ and $L_G[F]=\int_0^1K_GF'''\,dt$, with non-negative kernels: $K_S=t^2/2$ for $t\le\frac12$ and $(1-t)^2/2$ beyond; $K_G=t^2(3-4t)/24$ for $t\le\frac23$ and $(1-t)^3/6$ beyond. They were derived for $F''$ and $F'''$ continuous on $[0,1]$, which gives the bounds $\max|F''|/24$ and $\max|F'''|/216$.

A one-electron model (nuclear charge 1, one exponential orbital, exchange-only LSDA) has

$$F=\tfrac12+\tfrac43Cn^{1/3}+\tfrac56C^2n^{2/3}-2Jn-\tfrac73JCn^{4/3}+\tfrac32J^2n^2,\qquad n=1-x ,$$

with $J=\frac5{16}$ and $C=0.268037$. Here $F''$ and $F'''$ diverge at $x=1$. The transition-state error is $-0.011404$ Ha, but $F''(\frac12)/24=-0.005441$ Ha; the generalized error is $-0.008810$ Ha, but $F'''(\frac7{15})/216=-0.004396$ Ha.

**Q.** Then either your exact remainders are broken here, or the numbers need an explanation.

**A.** The remainders hold. Taylor's formula is valid for every $x<1$, and the exchange of integrations needs only that $(1-t)^2|F''|$ and $(1-t)^3|F'''|$ be integrable. Both behave as $n^{1/3}$ near $n=0$. The program tests both Peano integrals against the errors above. What is lost is the bound, since $\max|F''|$ and $\max|F'''|$ are infinite, and the rapid convergence of the series.

For a term $n^p$, the even derivatives are the same in $x$ and in $n$, and the $2k$-th is $(2k)!\binom p{2k}n^{p-2k}$. At $n=\frac12$, multiplied by $1/[2^{2k}(2k+1)!]$, it contributes $2^{-p}\binom p{2k}/(2k+1)$ to (6). For $m>p$ the ratio $|\binom p{m+1}/\binom pm|=(m-p)/(m+1)=1-(1+p)/(m+1)$, so the binomial falls as $m^{-1-p}$ and the terms of (6) as $k^{-2-p}$, a power law. The signs matter too. For $0<p<1$ the product $p(p-1)\cdots(p-2k+1)$ has $2k-1$ negative factors and is negative. For $p=\frac43$ it has $2k-2$ negative factors and is positive, but that term enters $F$ with a minus sign. All three fractional powers therefore add negative amounts at every order, whereas the positive term $\frac32J^2n^2$ contributes only at $k=1$. The leading term is reduced by that cancellation and the omitted terms all have the sign of the error, so in this model the leading term must be smaller in magnitude than the error.

**Q.** At the other extreme, what would the exact functional give?

**A.** For an open system with average electron number $N-x$, the exact energy is the minimum over ensembles, $\sum_Mp_ME_M$ with $p_M\ge0$, $\sum p_M=1$, $\sum p_MM=N-x$, and $E_M$ the ground-state energies. Assume that $E_M$ is convex in the integer $M$. Then the straight line through $E_{N-1}$ and $E_N$ lies on or below every $E_M$, so every ensemble has an energy on or above the value of the line at $N-x$, and the mixture of the two neighbours attains it: $E(x)=(1-x)E_N+xE_{N-1}$. The slope is constant, all higher derivatives vanish, and both rules return the first ionization energy exactly, as does $F(0)$ if taken as the limit $x\to0^+$, since the slope jumps at the integer. The slope is minus the highest Kohn–Sham eigenvalue provided the ensemble density is that of a non-interacting ground state with a fractional frontier occupation, so that (3) applies. This says nothing about holes in deeper orbitals, which are not ground states. For removal from the highest orbital, the curvature that the two rules integrate is therefore a feature of the approximate functional.

**Q.** I want to see a real atom, with relaxation, and the arithmetic.

**A.** Take the first ionization of arsenic, $4s^24p_\uparrow^3$, in nonrelativistic spin-unrestricted LSDA (Slater exchange, VWN5 correlation) with the def2-TZVP basis of 48 functions and a fixed grid of 10220 points. The occupations are assigned within the symmetry blocks of $D_{2h}$. Basis and grid do not depend on $x$, so (3) holds for the discretized functional itself. The digits below are those of this discretized model, carried in order to resolve differences within it; they are not converged values for the atom. The $\Delta$SCF energies move by about 0.002 eV or less in larger bases, but the neutral eigenvalue and the derivatives of $F$ are sensitive to the basis: near the basis limit the first path below has $F(0)\approx0.2203$ Ha, $F''(\frac12)\approx0.045$ Ha and a transition-state error of about $1.9\times10^{-3}$ Ha (0.05 eV), in place of $0.2176$, $0.033$ and $1.35\times10^{-3}$ Ha. The errors, derivatives and ratios quoted below therefore belong to this basis. The program and its output follow this text.

On the first path $x/3$ is taken from each $4p_\uparrow$ orbital, which keeps the density spherical. Self-consistent solutions at $x=k/12$ give $E$ and $F$ directly, and derivatives come from nine-point polynomial interpolation; the fourth and fifth derivatives so obtained are estimates of sign and size, and their last printed digits are not tested. The program tests (4) by differentiating the energies at $x=\frac14,\frac12,\frac23$, where the largest difference from $F$ is $2.1\times10^{-10}$ Ha. It tests (5) with a four-point Gauss–Legendre integral of $F$ from separate self-consistent solutions, which differs from $\Delta E$ by $3.0\times10^{-11}$ Ha, and it tests $E'''(\frac12)$ against $F''(\frac12)$, both $0.03261$ Ha. The target is

$$\Delta E=-2232.147967+2232.514874=0.366907\ \text{Ha}=9.9840\ \text{eV}.$$

The neutral eigenvalue gives $F(0)=0.217602$ Ha $=5.9212$ eV, short by about 4.06 eV. The transition state gives $F(\frac12)=0.365553$ Ha $=9.9472$ eV, so

$$\Delta E-F(\tfrac12)=0.366907-0.365553=1.354\times10^{-3}\ \text{Ha}=0.0368\ \text{eV}.$$

The terms of (6) are $0.03261/24=1.359\times10^{-3}$ Ha and, from $F''''(\frac12)=-0.0095$ Ha, $-4.9\times10^{-6}$ Ha. The leading term alone is 0.4% above the error, and the two together give $1.354\times10^{-3}$ Ha. The curvature can be checked by hand: $F(0)-2F(\frac12)+F(1)=0.217602-0.731106+0.521608=0.008104$ Ha. Adding the Taylor series at $\frac12\pm\frac12$ shows that four times this second difference equals $F''+F''''/48+\dots$, that is $0.03242$ against $0.03261-0.00020=0.03241$ Ha. A positive $F''$ means that the effective self-repulsion $F'$ grows as charge is removed; that the contraction of the $4p$ shell causes this is a conjecture, not tested here.

The generalized rule gives

$$\tfrac14(0.217602+3\times0.416643)=\tfrac14(1.467531)=0.366883\ \text{Ha}=9.9834\ \text{eV},$$

with error $2.366\times10^{-5}$ Ha, or $0.0006$ eV, 57 times smaller in this basis. Both the factor and the sign depend on the basis: near the basis limit $F'''(\frac7{15})$ is about $-0.018$ Ha and the error about $-8\times10^{-5}$ Ha, some 20 times smaller in magnitude than that of the transition state. The terms of (10) are $0.00524/216=2.426\times10^{-5}$ Ha and $-6.1\times10^{-7}$ Ha, together $2.365\times10^{-5}$ Ha.

**Q.** Halve the removal. By (11) and (12) the errors should drop by 8 and by 16.

**A.** They drop by 8.4 and by 11.6. At $\delta=\frac12$ the target is $-2232.369409+2232.514874=0.145465$ Ha. The midpoint rule gives $\frac12F(\frac14)=\frac12(0.290606)=0.145303$ Ha and the generalized rule $\frac18[F(0)+3F(\frac13)]=\frac18(0.217602+0.946101)=0.145463$ Ha. At full precision the errors are $1.619\times10^{-4}$ and $2.044\times10^{-6}$ Ha, and the ratios are $1.354\times10^{-3}/1.619\times10^{-4}=8.4$ and $2.366\times10^{-5}/2.044\times10^{-6}=11.6$.

The factors 8 and 16 presume equal derivatives, but the points of evaluation move with $\delta$. The leading term of (12) at $\delta=\frac12$ is $2.054\times10^{-6}$ Ha, which implies $F'''(\frac7{30})=2.054\times10^{-6}\times216\times16=0.00710$ Ha, against $0.00524$ Ha at $\frac7{15}$. The predicted ratio of leading terms is $16\times0.00524/0.00710=11.8$, and the second term at $\delta=1$ lowers it further. The fall of $F'''$ with $x$ agrees with the negative $F''''$. Likewise $F''(\frac14)=1.620\times10^{-4}\times24\times8=0.03110$ Ha gives $8\times0.03261/0.03110=8.4$. The statement to be tested is (11) and (12) themselves, and the program asserts the two-term forms with tolerances of $10^{-5}$ Ha at $\delta=1$ and $5\times10^{-7}$ Ha at $\delta=\frac12$. On this path these are wider than every second term, so the assertions bear only on the leading terms, and the agreement of the second terms is read from the printed values: at $\delta=\frac12$ the generalized terms are $2.054\times10^{-6}$ and $-1.0\times10^{-8}$ Ha, which sum to the error.

**Q.** Your end point has two thirds of an electron in each $p$ orbital. That is not a determinant. What if one orbital is emptied?

**A.** On the second path all of $x$ is taken from $4p_{z\uparrow}$, and the ion is a single determinant with a non-spherical density. The start is the same, $F(0)=0.217602$ Ha, because the three orbitals are degenerate in the neutral atom. Equations (4) and (5) pass the same tests, with differences of $2.1\times10^{-9}$ Ha and, for six Gauss–Legendre points, $8.8\times10^{-10}$ Ha. Now

$$\Delta E=-2232.145419+2232.514874=0.369455\ \text{Ha}=10.0534\ \text{eV},$$

and $F(\frac12)=0.368765$ Ha $=10.0346$ eV, with error $6.899\times10^{-4}$ Ha or $0.0188$ eV. From $F''(\frac12)=0.01780$ Ha and $F''''(\frac12)=-0.0920$ Ha the terms are $7.418\times10^{-4}$ and $-4.79\times10^{-5}$ Ha. The leading term is 7.5% above the error, and the sum $6.939\times10^{-4}$ Ha leaves $-4\times10^{-6}$ Ha to higher orders. The generalized rule gives $\frac14(0.217602+3\times0.420256)=0.369593$ Ha $=10.0571$ eV. Its error is negative, $-1.377\times10^{-4}$ Ha or $-0.0037$ eV, following $F'''(\frac7{15})=-0.02635$ Ha; the terms are $-1.220\times10^{-4}$ and $-1.36\times10^{-5}$ Ha, which leave $-2\times10^{-6}$ Ha. The gain over the transition state is a factor of 5. In def2-QZVP the two errors grow to about $1.15\times10^{-3}$ and $-2.3\times10^{-4}$ Ha, and the factor stays near 5. The tolerance asserted for this path at $\delta=1$ is wider than the error of the generalized rule, so the agreement there is read from the printed values. The sharper test is at $\delta=\frac12$, with a tolerance of $5\times10^{-7}$ Ha that is still wider than the second generalized term; there the errors $1.178\times10^{-4}$ and $-3.401\times10^{-6}$ Ha compare with $1.186\times10^{-4}-8.2\times10^{-7}$ and $-3.298\times10^{-6}-1.0\times10^{-7}$ Ha.

**Q.** The transition state does better on this path and the generalized rule does worse. Why should that be?

**A.** The quadrature part is settled: $F''$ is smaller here and $|F'''|$ larger. The program also tests that $|F''''(\frac12)|$ is larger on this path; the printed values differ by a factor close to ten. For the cause, a sign can be derived at frozen orbitals. The LSDA exchange potential is $-(6/\pi)^{1/3}\rho_\uparrow^{1/3}$, so exchange contributes $+(6/\pi)^{1/3}\int|\varphi|^2\rho_\uparrow^{1/3}d^3r$ to $F$, with $\rho_\uparrow=\rho_0-x\,d(\mathbf r)$ and $d\ge0$ the density of the hole. The $k$-th derivative of $\rho_\uparrow^{1/3}$ in $x$ is $(-d)^k\,\frac13(\frac13-1)\cdots(\frac13-k+1)\,\rho_\uparrow^{1/3-k}$. The factor $(-1)^k$ and the $k-1$ negative factors leave one minus sign, so every derivative is negative, with a size set by $(d/\rho_\uparrow)^k$. With $R(r)$ the $4p$ radial function, the spherical path has $d=R^2/4\pi$ in all directions, one third of the $4p_\uparrow$ density $3R^2/4\pi$. The second path has $d=3R^2\cos^2\theta/4\pi$, which on the $z$ axis is the whole $4p_\uparrow$ density, so that near $x=1$ only the $s$, $d$ and core electrons keep $\rho_\uparrow$ from vanishing there. This is a softened form of the singularity in the one-electron model. All four printed derivatives are indeed lower on the second path: $0.01780$ against $0.03261$, $-0.02635$ against $0.00524$, $-0.0920$ against $-0.0095$ and $-0.220$ against $-0.010$ Ha. That frozen-orbital exchange accounts for these shifts in size, once relaxation and correlation are included, is a conjecture. On that reading the smaller transition-state error on this path comes from a partial cancellation within $F''$.

**Q.** Then which number is the ionization energy of arsenic?

**A.** Neither rule can decide that, because each approximates the $\Delta E$ of its own path. The two $\Delta$SCF values differ by $10.0534-9.9840=0.069$ eV, which exceeds the transition-state error on either path ($0.037$ and $0.019$ eV) and is about twenty times the larger error of the generalized rule. In larger bases the difference stays near $0.068$ eV, the transition-state errors rise to about $0.05$ and $0.03$ eV, and the multiple falls to about eleven. The measured first ionization energy is about 9.8 eV, some 0.2 to 0.3 eV below both $\Delta$SCF values. Its distance from either $\Delta$SCF value is set by the functional, the basis, the neglect of relativity and spin–orbit coupling, and the description of the ion's multiplet, and neither $F''/24$ nor $F'''/216$ estimates it. These terms change with the functional and the basis, but they estimate, to leading order, only the distance from each rule to the $\Delta$SCF value of the same model and path.

## Values computed for the example and the checks

```
GSTS w0, w1, node: 1/4 3/4 2/3
STS error coeffs of F^(k)(1/2), k=0..5: [0, 0, 1/24, 0, 1/1920, 0]
GSTS error coeffs of F^(k)(7/15), k=0..5: [0, 0, 0, 1/216, 0, 1/16200]
STS error coeffs of E_1..E_5: [0, 0, 1/4, 1/2, 11/16]
GSTS error coeffs of E_1..E_5: [0, 0, 0, 1/9, 7/27]
KG integral, centroid, variance: 1/216 7/15 2/75
model: J = 0.312500 Ha, C = 0.268037 Ha, dE = 0.456526 Ha
model: F(0), F(1/2), F(2/3) = 0.243294 0.467930 0.539350 Ha
model: STS error = -0.011404 Ha, F''(1/2)/24 = -0.005441 Ha
model: GSTS error = -0.008810 Ha, F'''(7/15)/216 = -0.004396 Ha
As: 48 basis functions, 10220 grid points, 1 Ha = 27.211386 eV
--- path sph ---
E(0) = -2232.514874 Ha, E(1/2) = -2232.369409 Ha, E(1) = -2232.147967 Ha
F(0), F(1/4), F(1/3) = 0.217602 0.290606 0.315367 Ha
F(1/2), F(2/3), F(1) = 0.365553 0.416643 0.521608 Ha
max |dE/dx - F| at x=1/4,1/2,2/3 = 2.1e-10 Ha
Gauss-Legendre(4) int F = 0.366907 Ha, minus dSCF = 3.0e-11 Ha
dSCF = 0.366907 Ha = 9.9840 eV; F(0) = 5.9212 eV
STS = 0.365553 Ha = 9.9472 eV; GSTS = 0.366883 Ha = 9.9834 eV
errors: STS 0.0368 eV, GSTS 0.0006 eV
F''(1/2) = 0.03261, E'''(1/2) = 0.03261, F''''(1/2) = -0.0095 Ha
F'''(7/15) = 0.00524 Ha, F5(7/15) = -0.010 Ha
d=1.0: STS error 1.354e-03, terms 1.359e-03 -4.94e-06 Ha
d=1.0: GSTS error 2.366e-05, terms 2.426e-05 -6.08e-07 Ha
d=0.5: STS error 1.619e-04, terms 1.620e-04 -1.13e-07 Ha
d=0.5: GSTS error 2.044e-06, terms 2.054e-06 -1.02e-08 Ha
--- path z ---
E(0) = -2232.514874 Ha, E(1/2) = -2232.368516 Ha, E(1) = -2232.145419 Ha
F(0), F(1/4), F(1/3) = 0.217602 0.292480 0.317762 Ha
F(1/2), F(2/3), F(1) = 0.368765 0.420256 0.523840 Ha
max |dE/dx - F| at x=1/4,1/2,2/3 = 2.1e-09 Ha
Gauss-Legendre(6) int F = 0.369455 Ha, minus dSCF = 8.8e-10 Ha
dSCF = 0.369455 Ha = 10.0534 eV; F(0) = 5.9212 eV
STS = 0.368765 Ha = 10.0346 eV; GSTS = 0.369593 Ha = 10.0571 eV
errors: STS 0.0188 eV, GSTS -0.0037 eV
F''(1/2) = 0.01780, E'''(1/2) = 0.01780, F''''(1/2) = -0.0920 Ha
F'''(7/15) = -0.02635 Ha, F5(7/15) = -0.220 Ha
d=1.0: STS error 6.899e-04, terms 7.418e-04 -4.79e-05 Ha
d=1.0: GSTS error -1.377e-04, terms -1.220e-04 -1.36e-05 Ha
d=0.5: STS error 1.178e-04, terms 1.186e-04 -8.19e-07 Ha
d=0.5: GSTS error -3.401e-06, terms -3.298e-06 -1.02e-07 Ha
```
